# Natural occupations of minimal-basis H₂ from equilibrium to dissociation: a program that tests the result

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""Natural occupations of minimal-basis H2 (STO-3G) against bond length.

Result under test, for the lowest even-parity singlet:
    n_g = 1 + Delta/sqrt(Delta^2 + K^2),  n_u = 2 - n_g,
and both occupations tend to 1 at dissociation.
a, b : 1s functions on the two protons, S their overlap
g, u : normalized sum and difference of a and b
2*Delta : energy of configuration u^2 minus energy of g^2
K = (gu|gu), U = (aa|aa), J = (aa|bb), M = (ab|ab), L = (aa|ab)
Internal units are atomic units; printed units are eV and angstrom.
The independent road diagonalizes the two-electron Hamiltonian in the
products aa, bb, ab+ba and then diagonalizes the density matrix.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def molecule(r_ang):
    d = r_ang / BOHR
    return gto.M(atom=[["H", (0.0, 0.0, 0.0)], ["H", (0.0, 0.0, d)]],
                 basis="sto-3g", unit="Bohr", verbose=0)


def integrals(mol):
    s = mol.intor("int1e_ovlp")
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e").reshape(2, 2, 2, 2)
    return s, h, eri


def formula(r_ang):
    """Occupations and energies from the derived closed formulas."""
    s, h, eri = integrals(molecule(r_ang))
    S, haa, hab = s[0, 1], h[0, 0], h[0, 1]
    U, J = eri[0, 0, 0, 0], eri[0, 0, 1, 1]
    M, L = eri[0, 1, 0, 1], eri[0, 0, 0, 1]
    q = 1 - S**2
    K = (U - J) / (2 * q)
    one = 2 * (S * haa - hab) / q
    two = (S * (U + J + 2 * M) - 2 * L * (1 + S**2)) / q**2
    delta = one + two
    root = np.hypot(delta, K)
    h11 = 2 * (haa + hab) / (1 + S) + (U + J + 2*M + 4*L) / (2 * (1 + S)**2)
    e_det = h11 + BOHR / r_ang
    return dict(S=S, haa=haa, hab=hab, U=U, J=J, M=M, L=L, K=K,
                one=one, two=two, delta=delta, excess=delta / root,
                ng=1 + delta / root, nu=1 - delta / root,
                ratio=-K / (delta + root),
                e_det=e_det, e_ci=e_det + delta - root)


def direct(r_ang):
    """Lowest singlet in atomic products, without using g and u."""
    s, h, eri = integrals(molecule(r_ang))
    ham = np.kron(h, s) + np.kron(s, h)
    ham = ham + eri.transpose(0, 2, 1, 3).reshape(4, 4)
    metric = np.kron(s, s)
    sym = np.array([[1, 0, 0], [0, 0, 1], [0, 0, 1], [0, 1, 0]], float)
    e, v = eigh(sym.T @ ham @ sym, sym.T @ metric @ sym)
    c = (sym @ v[:, 0]).reshape(2, 2)
    density = 2 * c @ s @ c.T
    w, x = np.linalg.eigh(s)
    root_s = (x * np.sqrt(w)) @ x.T
    occ, vec = np.linalg.eigh(root_s @ density @ root_s)
    return e[0] + BOHR / r_ang, occ[::-1], vec[:, ::-1], c, s


def orbitals(s):
    g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + s[0, 1]))
    u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s[0, 1]))
    return g, u


# Closed formulas against the direct solution, over a wide range
for r in (0.5, 0.74, 1.0, 1.5, 2.0, 3.0, 4.0, 5.0, 6.0):
    f = formula(r)
    e, occ, vec, c, s = direct(r)
    g, u = orbitals(s)
    assert abs(e - f["e_ci"]) < 1e-9
    assert np.allclose(occ, [f["ng"], f["nu"]], atol=1e-9)
    cg, cu = g @ s @ c @ s @ g, u @ s @ c @ s @ u
    assert abs(cu / cg - f["ratio"]) < 1e-8
    if r <= 3.0:  # occupations well separated: eigenvectors are sharp
        assert abs(abs(vec[:, 0] @ [1, 1]) / np.sqrt(2) - 1) < 1e-9
        assert abs(abs(vec[:, 1] @ [1, -1]) / np.sqrt(2) - 1) < 1e-9

# Sign of Delta and steady change of the occupations on a grid
grid = [formula(r) for r in np.linspace(0.4, 8.0, 39)]
assert all(f["delta"] > 0 and f["K"] > 0 for f in grid)
assert np.all(np.diff([f["excess"] for f in grid]) < 0)

# Bounds that force Delta to vanish
atom = gto.M(atom=[["H", (0.0, 0.0, 0.0)]], basis="sto-3g",
             unit="Bohr", spin=1, verbose=0)
with atom.with_rinv_origin((0.0, 0.0, 0.0)):
    v0 = atom.intor("int1e_rinv")[0, 0]


def beyond_plane(d):
    """Part of the density a^2 beyond a plane at distance d (bohr)."""
    r = np.linspace(d, d + 16.0, 4001)
    points = np.column_stack([np.zeros_like(r), np.zeros_like(r), r])
    a = atom.eval_gto("GTOval_sph", points)[:, 0]
    return simpson(2 * np.pi * r * (r - d) * a**2, x=r)


assert abs(beyond_plane(0.0) - 0.5) < 1e-6
for r in (0.5, 1.0, 2.0, 4.0, 6.0):
    f = formula(r)
    assert 0 < f["S"] <= 2 * np.sqrt(beyond_plane(r / BOHR / 2))
    assert 0 < f["L"] <= v0 * f["S"]
    assert 0 < f["M"] <= f["J"] <= f["U"]

# Dissociation limit
e_h = (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
far = 8.0
f = formula(far)
e, occ, vec, c, s = direct(far)
assert np.all(np.abs(occ - 1) < 1e-6)
assert max(abs(f["S"]), abs(f["hab"]), abs(f["L"])) < 1e-6
assert abs(f["J"] - BOHR / far) < 1e-6
assert abs(c[0, 0] / c[0, 1]) < 1e-6
assert abs(e - 2 * e_h) < 1e-6
assert abs(f["e_det"] - 2 * e_h - (f["U"] - BOHR / far) / 2) < 1e-6

# Large-distance law against the directly diagonalized density matrix
r_law = 5.0
f_law = formula(r_law)
law = 2 * f_law["delta"] / (f_law["U"] - BOHR / r_law)
excess_direct = (direct(r_law)[1][0] - direct(r_law)[1][1]) / 2
assert abs(law / excess_direct - 1) < 1e-4

# Energy minimum and a self-consistent Hartree-Fock check there
best = minimize_scalar(lambda r: formula(r)["e_ci"], bounds=(0.5, 1.2),
                       method="bounded", options={"xatol": 1e-7})
re = best.x
f = formula(re)
mol = molecule(re)
assert abs(scf.RHF(mol).kernel() - f["e_det"]) < 1e-8

# Orbital integrals by explicit transformation
s, h, eri = integrals(mol)
g, u = orbitals(s)
hg, hu = g @ h @ g, u @ h @ u
jgg = np.einsum("p,q,r,s,pqrs", g, g, g, g, eri)
juu = np.einsum("p,q,r,s,pqrs", u, u, u, u, eri)
kgu = np.einsum("p,q,r,s,pqrs", g, u, g, u, eri)
assert abs(hu - hg + (juu - jgg) / 2 - f["delta"]) < 1e-9
assert abs(kgu - f["K"]) < 1e-9

print("H2, STO-3G, full CI in this basis")
print(f"energy minimum: R = {re:.4f} angstrom")
print(f"overlap S there = {f['S']:.5f}")
for key, name in (("haa", "h_aa"), ("hab", "h_ab"), ("U", "U=(aa|aa)"),
                  ("J", "J=(aa|bb)"), ("M", "M=(ab|ab)"),
                  ("L", "L=(aa|ab)")):
    print(f"{name} = {f[key] * EV:.4f} eV")
for name, value in (("h_g", hg), ("h_u", hu), ("J_gg", jgg),
                    ("J_uu", juu), ("H11 electronic", 2 * hg + jgg),
                    ("H22 electronic", 2 * hu + juu),
                    ("Delta, one-electron part", f["one"]),
                    ("Delta, two-electron part", f["two"]),
                    ("Delta", f["delta"]), ("K", f["K"]),
                    ("sqrt(Delta^2+K^2)", np.hypot(f["delta"], f["K"]))):
    print(f"{name} = {value * EV:.4f} eV")
print(f"c_g = {np.sqrt(f['ng'] / 2):.5f}, c_u = {-np.sqrt(f['nu'] / 2):.5f}")
print(f"n_g = {f['ng']:.5f}, n_u = {f['nu']:.5f}")
print(f"total CI energy at minimum = {f['e_ci'] * EV:.4f} eV")
print(f"two separate atoms, 2e_H = {2 * e_h * EV:.4f} eV")
print(f"well depth = {(2 * e_h - f['e_ci']) * EV:.4f} eV")
print(f"limit of K, U/2 = {f['U'] / 2 * EV:.4f} eV")
print("err = energy of determinant g^2 minus CI energy")
print("R/angstrom  S  Delta/eV  K/eV  n_g  n_u  err/eV")
for r in (0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 4.0, 5.0, 6.0):
    t = formula(r)
    print(f"{r:.1f} {t['S']:.3e} {t['delta'] * EV:.4e} {t['K'] * EV:.4f} "
          f"{t['ng']:.6f} {t['nu']:.6f} {(t['e_det'] - t['e_ci']) * EV:.4f}")
print(f"R = {r_law:.1f} angstrom: n_g-1 direct = {excess_direct:.5e}")
print(f"R = {r_law:.1f} angstrom: 2Delta/(U-1/R) = {law:.5e}")
print(f"R = {far:.1f} angstrom: n_g-1 = {formula(far)['excess']:.2e}")
print("tests ok")
```

Printed output:

```
H2, STO-3G, full CI in this basis
energy minimum: R = 0.7349 angstrom
overlap S there = 0.66323
h_aa = -30.5939 eV
h_ab = -26.2703 eV
U=(aa|aa) = 21.0781 eV
J=(aa|bb) = 15.5629 eV
M=(ab|ab) = 8.1908 eV
L=(aa|ab) = 12.1777 eV
h_g = -34.1890 eV
h_u = -12.8386 eV
J_gg = 18.3877 eV
J_uu = 19.0098 eV
H11 electronic = -49.9902 eV
H22 electronic = -6.6674 eV
Delta, one-electron part = 21.3504 eV
Delta, two-electron part = 0.3111 eV
Delta = 21.6614 eV
K = 4.9232 eV
sqrt(Delta^2+K^2) = 22.2138 eV
c_g = 0.99376, c_u = -0.11151
n_g = 1.97513, n_u = 0.02487
total CI energy at minimum = -30.9477 eV
two separate atoms, 2e_H = -25.3927 eV
well depth = 5.5550 eV
limit of K, U/2 = 10.5391 eV
err = energy of determinant g^2 minus CI energy
R/angstrom  S  Delta/eV  K/eV  n_g  n_u  err/eV
0.5 8.147e-01 3.1733e+01 4.5952 1.989677 0.010323 0.3310
1.0 4.965e-01 1.4560e+01 5.3549 1.938534 0.061466 0.9535
1.5 2.568e-01 7.0261e+00 6.2460 1.747377 0.252623 2.3749
2.0 1.192e-01 3.2995e+00 7.0515 1.423817 0.576183 4.4858
2.5 4.952e-02 1.4767e+00 7.6793 1.188841 0.811159 6.3433
3.0 1.826e-02 6.1145e-01 8.1420 1.074888 0.925112 7.5534
4.0 1.770e-03 7.8050e-02 8.7391 1.008931 0.991069 8.6614
5.0 1.078e-04 6.7064e-03 9.0991 1.000737 0.999263 9.0924
6.0 3.835e-06 3.4266e-04 9.3391 1.000037 0.999963 9.3387
R = 5.0 angstrom: n_g-1 direct = 7.37040e-04
R = 5.0 angstrom: 2Delta/(U-1/R) = 7.37040e-04
R = 8.0 angstrom: n_g-1 = 1.41e-08
tests ok
```
